\section*{Gamma-Point Supercells and Commensurate k Meshes in a Gaussian Basis}

A restricted Hartree--Fock calculation at the Gamma point of a supercell containing $N$ primitive cells has the same solutions as a primitive-cell calculation on the $N$ wavevectors commensurate with that supercell, provided the supercell density matrix is invariant under primitive translations. For every such solution
\begin{equation}
U^\dagger S U=\bigoplus_{\mathbf k}S(\mathbf k),\qquad
U^\dagger F U=\bigoplus_{\mathbf k}F(\mathbf k),\qquad
E_{\rm super}=N E_{\rm cell},
\label{result}
\end{equation}
where $S$ and $F$ are the supercell overlap and Fock matrices, $U$ is a discrete Fourier matrix acting on the cell index, and the blocks are those of the primitive-cell calculation. The supercell orbital energies are the union of the band energies on the mesh. The equality holds at finite $N$; it is not a statement about convergence to the infinite crystal.

Let $\mathbf a_i$ be the primitive lattice vectors, $\Omega$ the primitive volume, and $N_i\mathbf a_i$ the supercell vectors, so that $N=N_1N_2N_3$. The letter $\mathbf R$ labels the $N$ cells inside the supercell, $\mathbf T$ a superlattice vector, and $\mathbf L$ any primitive lattice vector. Each primitive cell carries $n$ real Gaussians $g_\mu(\mathbf r)$, whose centres within the cell are included in their definition. The Gamma-point basis functions are
\begin{equation}
\chi_{\mathbf R\mu}(\mathbf r)=\sum_{\mathbf T}g_\mu(\mathbf r-\mathbf R-\mathbf T).
\end{equation}
In Rydberg units the one-electron operator is $h=-\nabla^2+V$, where $V$ has the primitive period, and the Coulomb repulsion is $2/r$. Both calculations must use the same basis, nuclei and interaction.

The overlap is an integral over one supercell:
\begin{align}
S_{\mathbf R\mu,\mathbf R'\nu}
&=\sum_{\mathbf T,\mathbf T'}\int_{N\Omega}
g_\mu(\mathbf r-\mathbf R-\mathbf T)\,
g_\nu(\mathbf r-\mathbf R'-\mathbf T')\,d\mathbf r\nonumber\\
&=\sum_{\mathbf T''}\int_{\rm all}
g_\mu(\mathbf r-\mathbf R)\,
g_\nu(\mathbf r-\mathbf R'-\mathbf T'')\,d\mathbf r .
\end{align}
Here $\mathbf T'=\mathbf T+\mathbf T''$, and the sum over $\mathbf T$ has joined the shifted supercells into all space. With $\sigma_{\mu\nu}(\mathbf L)=\int_{\rm all} g_\mu(\mathbf r)g_\nu(\mathbf r-\mathbf L)\,d\mathbf r$, this is
\begin{equation}
S_{\mathbf R\mu,\mathbf R'\nu}=s_{\mu\nu}(\mathbf R'-\mathbf R),
\qquad s(\mathbf D)=\sum_{\mathbf T}\sigma(\mathbf D+\mathbf T).
\label{circ}
\end{equation}
The block depends on the difference of the cell labels, and $s(\mathbf D+\mathbf T)=s(\mathbf D)$. This is a block-circulant matrix, with one circulant level for each lattice direction. Since $h$ commutes with primitive translations, its matrix has the same form.

The commensurate wavevectors are $\mathbf k=\sum_i(m_i/N_i)\mathbf b_i$, with $m_i=0,\ldots,N_i-1$ and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. They satisfy $e^{i\mathbf k\cdot\mathbf T}=1$. Define
\begin{equation}
U_{\mathbf R\mu,\mathbf k\nu}=N^{-1/2}e^{i\mathbf k\cdot\mathbf R}\delta_{\mu\nu}.
\end{equation}
Its columns are orthonormal because
\begin{equation}
\frac1N\sum_{\mathbf R}e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}
=\prod_i\frac1{N_i}\sum_{j=0}^{N_i-1}z_i^{\,j}
=\delta_{\mathbf k\mathbf k'},\qquad
z_i=e^{2\pi i(m_i'-m_i)/N_i}.
\label{orth}
\end{equation}
If $z_i=1$, the inner sum is $N_i$. Otherwise it is $(z_i^{N_i}-1)/(z_i-1)=0$, because $z_i^{N_i}=1$. As $U$ is square, it is unitary.

Now transform the overlap and set $\mathbf D=\mathbf R'-\mathbf R$. Wrapping $\mathbf D$ back into the supercell changes neither $s(\mathbf D)$ nor the phase, so
\begin{align}
(U^\dagger SU)_{\mathbf k\mathbf k'}
&=\frac1N\sum_{\mathbf R,\mathbf R'}
e^{-i\mathbf k\cdot\mathbf R}s(\mathbf R'-\mathbf R)e^{i\mathbf k'\cdot\mathbf R'}\nonumber\\
&=\Bigl[\frac1N\sum_{\mathbf R}e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}\Bigr]
\sum_{\mathbf D}e^{i\mathbf k'\cdot\mathbf D}s(\mathbf D)
=\delta_{\mathbf k\mathbf k'}S(\mathbf k).
\end{align}
Inserting (\ref{circ}) and using $e^{i\mathbf k\cdot\mathbf T}=1$ again gives
\begin{equation}
S(\mathbf k)=\sum_{\mathbf D,\mathbf T}
e^{i\mathbf k\cdot(\mathbf D+\mathbf T)}\sigma(\mathbf D+\mathbf T)
=\sum_{\mathbf L}e^{i\mathbf k\cdot\mathbf L}\sigma(\mathbf L).
\label{sk}
\end{equation}
The last expression is the infinite lattice sum of the primitive-cell calculation. For two cells in a row it reduces to $S(0)=s(0)+s(a)$ and $S(\pi/a)=s(0)-s(a)$, the in-phase and out-of-phase combinations. Unitarity also shows that the smallest eigenvalue of the supercell $S$ is the smallest one found on the mesh. We assume it is positive; if nearly dependent functions are removed, the same subspace must be removed on both sides.

The Fock matrix needs a further argument because it depends on the density. Let $P$ be the density matrix of one spin. If it is unchanged when both cell labels are shifted by the same lattice vector, the calculation just made for $S$ gives $P=U\,{\rm diag}[P(\mathbf k)]\,U^\dagger$. The transformed basis functions are $\phi_{\mathbf k\mu}=N^{-1/2}b_{\mathbf k\mu}$, with Bloch sums
\begin{equation}
b_{\mathbf k\mu}(\mathbf r)=\sum_{\mathbf L}e^{i\mathbf k\cdot\mathbf L}g_\mu(\mathbf r-\mathbf L).
\end{equation}
The one-spin density kernel and the total density are therefore
\begin{equation}
\gamma(\mathbf r,\mathbf r')=\frac1N\sum_{\mathbf k,\mu\nu}
P_{\mu\nu}(\mathbf k)b_{\mathbf k\mu}(\mathbf r)b^*_{\mathbf k\nu}(\mathbf r'),
\qquad n(\mathbf r)=2\gamma(\mathbf r,\mathbf r).
\end{equation}
A primitive translation multiplies $b_{\mathbf k\mu}$ and $b^*_{\mathbf k\nu}$ by opposite phases. Hence $n$ has the primitive period, and $\gamma$ is unchanged when both its arguments are translated together.

The interaction in the supercell is
\begin{equation}
w_{\rm sc}(\mathbf r)=\frac1{N\Omega}\sum_{\mathbf Q}\hat w(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r},
\end{equation}
where $\mathbf Q$ runs over the supercell reciprocal lattice. For the Coulomb repulsion $\hat w(\mathbf Q)=8\pi/Q^2$ when $\mathbf Q\ne0$. Expand $n=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ in primitive reciprocal vectors. Integration over the supercell gives $N\Omega\,\delta_{\mathbf Q\mathbf G}$, which cancels the prefactor of $w_{\rm sc}$:
\begin{equation}
v_J(\mathbf r)=\sum_{\mathbf G}\hat w(\mathbf G)n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
This potential has the primitive period. Its matrix element between $\phi_{\mathbf k\mu}$ and $\phi_{\mathbf k'\nu}$ is a sum over $N$ cells with phases $e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}$. By (\ref{orth}) it vanishes for $\mathbf k\ne\mathbf k'$, and otherwise
\begin{equation}
J_{\mu\nu}(\mathbf k)=\int_\Omega b^*_{\mathbf k\mu}v_Jb_{\mathbf k\nu}\,d\mathbf r.
\end{equation}

The exchange kernel $\gamma(\mathbf r,\mathbf r')w_{\rm sc}(\mathbf r-\mathbf r')$ is likewise invariant under a common translation, so exchange does not couple different $\mathbf k$. To obtain its blocks, write a pair density as
\begin{equation}
b^*_{\mathbf p\sigma}(\mathbf r)b_{\mathbf k\nu}(\mathbf r)
=\sum_{\mathbf G}B^{\mathbf p\mathbf k}_{\sigma\nu}(\mathbf G)
e^{i(\mathbf k-\mathbf p+\mathbf G)\cdot\mathbf r}.
\end{equation}
The two outer functions contribute $1/N$, and $\gamma$ contributes another $1/N$. The integral over $\mathbf r'$ multiplies each Fourier component by $\hat w$. The integral over $\mathbf r$ gives $N\Omega\,[B^{\mathbf p\mathbf k}_{\lambda\mu}(\mathbf G)]^*$. Altogether,
\begin{equation}
K_{\mu\nu}(\mathbf k)=\frac{\Omega}{N}\sum_{\mathbf p,\mathbf G}
\hat w(\mathbf k-\mathbf p+\mathbf G)\sum_{\lambda\sigma}P_{\lambda\sigma}(\mathbf p)
[B^{\mathbf p\mathbf k}_{\lambda\mu}(\mathbf G)]^*B^{\mathbf p\mathbf k}_{\sigma\nu}(\mathbf G).
\label{exchange}
\end{equation}
At fixed $\mathbf k$, the vectors $\mathbf k-\mathbf p+\mathbf G$ run once through the supercell reciprocal lattice. This is why a Gamma-point supercell, which has no explicit wavevector, contains the exchange between different points of the primitive mesh. The blocks $F(\mathbf k)=h(\mathbf k)+J(\mathbf k)-K(\mathbf k)$ are those of the primitive-cell calculation. In a semilocal Kohn--Sham calculation the periodic density gives a periodic exchange-correlation potential, which is treated like $v_J$.

The term at zero wavevector needs care. For a finite $\hat w(0)$, the Coulomb matrix contains $\hat w(0)n_0S(\mathbf k)$, where $n_0$ is the mean density. In (\ref{exchange}) the term has $\mathbf p=\mathbf k$ and $\mathbf G=0$, with $B^{\mathbf k\mathbf k}(0)=S(\mathbf k)/\Omega$. Removing the zero component on both sides changes the Fock block by
\begin{equation}
\Delta F(\mathbf k)=-\hat w(0)\left[n_0S(\mathbf k)-
\frac{S(\mathbf k)P(\mathbf k)S(\mathbf k)}{N\Omega}\right].
\end{equation}
For the bare Coulomb interaction $\hat w(0)$ diverges. In a neutral crystal the average electrostatic part is fixed together with the nuclei, while exchange needs a separate finite prescription. The volume in its correction is $N\Omega$, that of the supercell. A correction constant computed for the primitive cell would therefore spoil the equality.

Self-consistency can now be compared. With $C=U\widetilde C$, the equation $FC=SC\varepsilon$ separates into
\begin{equation}
F(\mathbf k)C(\mathbf k)=S(\mathbf k)C(\mathbf k)\varepsilon(\mathbf k).
\end{equation}
The supercell fills its lowest levels without regard to $\mathbf k$, so the mesh must also be filled globally. We assume a gap at the filling. The occupied space is then unique, its density matrix does not depend on the orbitals chosen to span it, and the new $P$ is again block diagonal. Thus an invariant density produces the same next density in both calculations, and their fixed points coincide. Without a gap, a supercell may occupy part of a degenerate set and break the symmetry.

A supercell calculation restricted to real orbitals corresponds to mesh solutions with $P(-\mathbf k)=P(\mathbf k)^*$. The orbitals at $\mathbf k$ and $-\mathbf k$ then combine into real standing waves. Mesh solutions without this property require complex supercell orbitals.

The factor two for spin cancels the factor one half in the Hartree--Fock energy, so the electronic energy is
\begin{equation}
E_{\rm super}={\rm Tr}\,P(h+F)
=\sum_{\mathbf k}{\rm Tr}\,P(\mathbf k)[h(\mathbf k)+F(\mathbf k)]
=NE_{\rm cell}.
\end{equation}
The trace is unchanged by $U$, and $E_{\rm cell}$ is the mesh average. The nuclear repulsion of the periodic crystal, where included, is also $N$ times its value per cell.

A one-dimensional model shows the folding in numbers. It has $a=4$ bohr, $N=6$ and two electrons per cell. Gaussians with exponents $0.9$ and $0.5$ bohr$^{-2}$ sit at $0$ and $1.6$ bohr, on Gaussian wells of depth $3$ and $2$ Ry. The electron repulsion is a Gaussian of height $1$ Ry, and wells and repulsion both have the shape $e^{-x^2/2w^2}$ with $w=1$ bohr. The basis Gaussians are normalized. There is no nuclear repulsion. The overlap blocks have
\begin{equation}
s_{12}(0)=0.429924,\quad s_{12}(a)=0.000041,\quad
s_{12}(4a)=0.000002,\quad s_{12}(5a)=0.153705,
\end{equation}
and the other two vanish to six decimals. The large element at $5a$ is the left neighbour, since $5a$ and $-a$ are equivalent in a ring of six cells. At $k=0$ the sum is $0.583672$. At $k=\pi/a$ the phases alternate in sign:
\begin{equation}
S_{12}(\pi/a)=0.429924-0.000041+0.000002-0.153705=0.276180.
\end{equation}
Both agree with the lattice sum (\ref{sk}) in the numerical output.

The lower band has energies $-2.498$, $-2.414$, $-2.182$ and $-1.976$ Ry at $m=0,1,2,3$. The points $m=5$ and $4$ repeat those at $m=1$ and $2$, because $F(-k)=F(k)^*$ and $S(-k)=S(k)^*$. The supercell finds the same six occupied levels, including the two degenerate pairs. Its energy is $-31.72060$ Ry, and division by six gives $-5.28677$ Ry, or $-71.930$ eV, per cell. The mesh energy differs from this by $6.6\times10^{-11}$ Ry. For a prescribed invariant density the Fock blocks agree to $2.2\times10^{-15}$ Ry, so the algebraic equality is tested separately from the iteration. A prescribed density without the symmetry gives Fock elements of up to $0.27$ Ry between different $k$.

The choice of mesh matters. One $k$ point gives $-5.75457$ Ry per cell, which is $0.46780$ Ry below the six-point value. The six-cell supercell and the six-point mesh agree because they share the same finite sampling, not because that sampling is complete. If the mesh is shifted by half a spacing, then $e^{ikNa}=-1$ and the corresponding supercell functions are antiperiodic. Both calculations then give $-5.28817$ Ry, lower than the Gamma-centred result by $0.00140$ Ry. The folding is not special to one dimension: for a skew three-dimensional lattice with $2\times3\times2$ cells, the overlap eigenvalues of supercell and mesh agree to $9\times10^{-16}$.

The symmetry condition has physical content. Consider a second chain with one Gaussian, of exponent $0.5$ bohr$^{-2}$, one well of depth $3$ Ry and one electron per cell, with the same $a$, $N$ and repulsion. Its band is half filled, so the gap at the filling, $0.116$ Ry, is only a shell gap of the six-cell ring and shrinks as $N$ grows. The invariant supercell solution and the mesh both give $-1.85596$ Ry per cell. If the two spins may have different density matrices, the supercell also has a spin-density wave at $-1.96660$ Ry, lower by $0.11064$ Ry per cell. Most of this lowering comes from lifting the spin restriction and not from the broken translation symmetry. The fully spin-polarised solution, which keeps the primitive period, already lies at $-1.95852$ Ry, and the spin-density wave is only $0.00808$ Ry below it. The site spin populations of the wave alternate between $+0.9765$ and $-0.9765$. The spin-up Fock matrix now has elements of up to $0.345$ Ry outside the primitive $k$ blocks. The solution keeps the period $2a$, so a coupling can survive only if $e^{2i(k'-k)a}=1$, which joins $k$ to $k+\pi/a$. The primitive mesh excludes that coupling by construction. Applied to each spin separately, the same block diagonalization would recover this solution from a doubled primitive cell with three $k$ points.

Equal solutions need not be equally easy to reach. In this chain the invariant supercell solution was found by averaging the density over translations; one further step without averaging changed the density matrix by at most $5.7\times10^{-11}$. When old and new densities are mixed half and half, however, a small alternating charge disturbance is multiplied by $-1.863$ in one step, and an alternating spin disturbance by $3.046$. Treat each pattern approximately as an eigenmode that an undamped step multiplies by $\lambda$. A fraction $\alpha$ of new density then gives the factor $1+\alpha(\lambda-1)$. At $\alpha=1/2$ the measured factors imply $\lambda=-4.73$ for charge and $5.09$ for spin. The charge oscillation decays if $\alpha<2/5.73\simeq0.35$, whereas the spin disturbance grows for every positive $\alpha$. Both patterns have wavevector $\pi/a$ and are absent from a density constrained to the primitive period. Rounding errors can therefore start the charge pattern in the supercell, but not in the primitive-cell calculation. The spin pattern can start only if, in addition, the two spins have separate density matrices; a restricted calculation excludes it.

\section*{Computed values}
\begin{verbatim}
Lattice constant 4.0 bohr, cells N = 6, electrons per cell 2
Gaussian centres [0.0, 1.6] bohr, exponents [0.9, 0.5] bohr^-2
Well depths [3.0, 2.0] Ry, repulsion height 1.0 Ry
Width of wells and repulsion 1.0 bohr
Real-space overlap blocks s(D), rows separated by |:
  D=0 a:  1.000000  0.429924 |  0.429924  1.000000
  D=1 a:  0.000747  0.000041 |  0.153705  0.018316
  D=2 a:  0.000000  0.000000 |  0.000002  0.000000
  D=3 a:  0.000000  0.000000 |  0.000000  0.000000
  D=4 a:  0.000000  0.000002 |  0.000000  0.000000
  D=5 a:  0.000747  0.153705 |  0.000041  0.018316
Mesh: m, k (1/bohr), S11, S22, Re S12, Im S12, two levels (Ry)
  0 0.000000 1.001493 1.036632  0.583672  0.000000  -2.497590   0.376475
  1 0.261799 1.000747 1.018316  0.506796 -0.133079  -2.414158  -0.000318
  2 0.523599 0.999253 0.981684  0.353050 -0.133076  -2.181910  -0.721568
  3 0.785398 0.998507 0.963369  0.276180 -0.000000  -1.976092  -1.133384
  4 1.047198 0.999253 0.981684  0.353050  0.133076  -2.181910  -0.721568
  5 1.308997 1.000747 1.018316  0.506796  0.133079  -2.414158  -0.000318
Supercell levels (Ry), lower six then upper six:
  -2.497590 -2.414158 -2.414158 -2.181910 -2.181910 -1.976092
  -1.133384 -0.721568 -0.721568 -0.000318 -0.000318 0.376475
Gap between filled and empty mesh levels: 0.842707 Ry
Supercell energy: -31.72060008 Ry
Supercell energy / N: -5.28676668 Ry
Mesh energy per cell: -5.28676668 Ry = -71.930125 eV
Energy disagreement per cell: 6.6e-11 Ry
Largest level disagreement: 1.8e-11 Ry
Overlap: outside blocks 8.8e-16, block error 5.6e-16
SCF Fock: outside blocks 1.6e-15 Ry, block error 1.4e-11 Ry
Arbitrary invariant density: Fock block error 2.2e-15 Ry
Non-invariant density: Fock outside blocks 0.2661 Ry
Zero component removed: Fock block error 1.8e-15 Ry
Zero-component shift formula error: 6.4e-16 Ry
One k point (Gamma) energy per cell: -5.75456919 Ry
Half-shifted mesh energy per cell: -5.28816852 Ry
Antiperiodic supercell energy / N: -5.28816852 Ry
Half-filled chain: exponent 0.5 bohr^-2, depth 3.0 Ry
  invariant supercell energy / N: -1.85595926 Ry
  restricted mesh energy per cell: -1.85595926 Ry
  density change in a step without averaging: 5.7e-11
  damped-step growth factors: charge -1.863, spin 3.046
  spin-density-wave energy / N: -1.96660073 Ry
  energy lowering per cell: 0.110641 Ry
  site spin populations (up minus down): 0.9765 -0.9765 0.9765 -0.9765 0.9765 -0.9765
  spin-up Fock outside k blocks: 0.3450 Ry
3D skew lattice, 2x3x2 cells: overlap spectrum error 8.9e-16
  smallest and largest overlap eigenvalue: 0.631109 1.402001
\end{verbatim}
